# Why ring-polymer O-H stretches split at twice an internal-mode frequency

Suppose a ring-polymer molecular dynamics (RPMD) run at one temperature gives an O-H stretching band with two maxima. One must decide whether to assign them to molecular motion or to change the dynamics of the ring and run again. The decision hangs on which frequencies of the artificial ring can exchange energy with the stretch.

The low internal modes of the ring lie near multiples of $2\pi k_BT/\hbar$, about 1310 cm$^{-1}$ at 300 K. This suggests that a stretch splits whenever it meets one of them. For a freely rotating bond that criterion is too loose. The ring moves classically, and at leading order the stretch couples to the square of a transverse mode's displacement. That square oscillates at twice the mode's frequency, so the dangerous frequencies are twice the internal ones.

## The model and its ring modes

Let $\mathbf q$ be the O-H bond vector, $m$ the reduced mass and $r=|\mathbf q|$. The bond is harmonic in its length and free to rotate in three dimensions:

$$V=\tfrac12m\omega_s^2(r-r_0)^2 .$$

The true vibrational spectrum of this model is simple. With the radial wavefunction written as $u(r)/r$, the non-rotating states obey the equation of a one-dimensional harmonic oscillator centred at $r_0$. The wall at $r=0$ hardly matters when the zero-point width is much smaller than $r_0$. There is then one vibrational spacing, $\hbar\omega_s$, and rotation adds its branches. A second vibrational line in RPMD is an artefact.

RPMD replaces the particle by $P$ beads joined in a ring, each with the physical mass $m$. Dividing the ring Hamiltonian by $P$ leaves the trajectories unchanged and gives an energy that is sampled at the physical temperature $T$:

$$H=\frac1P\sum_{j=1}^{P}\left[\frac m2|\dot{\mathbf q}_j|^2+\frac{m\omega_P^2}{2}|\mathbf q_j-\mathbf q_{j+1}|^2+V(\mathbf q_j)\right],$$

where $\omega_P=Pk_BT/\hbar$. I take $P$ even and write the beads as a sum of the centroid $\mathbf Q_0$, the pairs $\sqrt2\cos(2\pi kj/P)$ and $\sqrt2\sin(2\pi kj/P)$, and the alternating mode $(-1)^j$. The factors $\sqrt2$ make the bead mean of $q^2$ equal to the sum of squared mode coordinates, so every mode has mass $m$.

For index $k$, the difference between neighbouring beads contributes the factor $2-2\cos(2\pi k/P)=4\sin^2(\pi k/P)$ to the spring energy. Hence

$$\omega_k=2\omega_P\sin\frac{\pi k}{P}\;\longrightarrow\;k\,\frac{2\pi k_BT}{\hbar}\qquad(k\ll P).$$

At 300 K with 16 beads, $\omega_1$ is 1302 cm$^{-1}$ and $\omega_3$ is 3707 cm$^{-1}$. The large-$P$ value of the third mode would be $3\times1310=3930$ cm$^{-1}$.

If the dipole is proportional to $\mathbf q$, its bead average is proportional to $\mathbf Q_0$. Internal modes carry no dipole of their own. They can enter the infrared spectrum only by exerting forces on the centroid.

## Rotation supplies the coupling

Although $V$ is harmonic in $r$, it is not harmonic in Cartesian coordinates. Put the $x$ axis along the instantaneous centroid. A bead then has $x_j=r_0+X+\xi_j$, where $X$ is the centroid stretch and $\xi_j$ is the internal radial displacement. Its transverse displacements $y_j,z_j$ have zero bead mean. For small displacements,

$$r_j-r_0\simeq X+\xi_j+\frac{y_j^2+z_j^2}{2r_0}.$$

A bead displaced sideways lies farther from the origin, so its bond is longer. Squaring this expression gives the cubic term $(X+\xi_j)(y_j^2+z_j^2)/r_0$, which is multiplied by $m\omega_s^2/2$. In the bead average, the part containing the centroid stretch is

$$U_3=\frac{m\omega_s^2}{2r_0}\,X\sum_{k\ne0}(y_k^2+z_k^2),$$

where the sum includes both the cosine and the sine mode of each pair. No products of different transverse modes survive, because the modes are orthogonal over the beads.

This is a case of a symmetry rule. Relabelling every bead $j$ as $j+1$ leaves the energy unchanged. A complex ring mode of index $k$ acquires the phase $e^{2\pi ik/P}$, so the indices in each allowed product must add to zero modulo $P$. The centroid has index zero. A product of centroid coordinates with one internal coordinate is therefore forbidden, while a product with the pair $k,-k$ is allowed.

The transverse stiffness of the bond is $V'(r)/r$, which vanishes at $r_0$. To leading order a transverse mode therefore oscillates at its free frequency $\omega_k$, and its square contains the frequency $2\omega_k$. The resonance condition is

$$\omega_s=2\omega_k\simeq2k\,\frac{2\pi k_BT}{\hbar}.$$

Higher products of purely transverse low modes keep the same parity. Their signed indices add to an even number, so an even number of them are odd. Any sum or difference of their frequencies is then an even multiple of $2\pi k_BT/\hbar$ in the large-$P$ limit. Internal radial modes are different: the bond stiffens them to about $\sqrt{\omega_k^2+\omega_s^2}$, and this parity argument does not cover them.

## Two coupled oscillators

Consider the lowest pair resonance, $k=1$. Four real coordinates take part, a cosine and a sine mode in each of two transverse directions. Call them $u_n$, and define $W=\sum_nu_n^2$ and $g=\omega_s^2/(2r_0)$. Differentiating the energy gives

$$\ddot X+\omega_s^2X=-gW,\qquad \ddot u_n+(\omega_1^2+2gX)u_n=0 .$$

The rotation of the axes is neglected here, because thermal rotation is much slower than either vibration.

To find how $W$ moves, write $\kappa=2gX$ and $K_u=\sum_n\dot u_n^2$. Differentiating $W$ twice gives

$$\ddot W=2K_u-2(\omega_1^2+\kappa)W .$$

The equation for $u_n$ also gives $\dot K_u=-(\omega_1^2+\kappa)\dot W$. One more derivative of $\ddot W$ therefore yields

$$\dddot W+4(\omega_1^2+\kappa)\dot W+2\dot\kappa W=0 .$$

Near resonance, $X$ and the oscillating part of $W$ both have frequencies near $2\omega_1$. Their product lies near zero or $4\omega_1$ and does not drive $W$ resonantly. What remains is the product of $\dot\kappa$ with the slow part of $W$. I replace that slow part by its thermal mean. Equipartition gives $\langle u_n^2\rangle=k_BT/(m\omega_1^2)$, hence

$$W_0=\frac{4k_BT}{m\omega_1^2}.$$

With $w=W-W_0$, one integration in time gives $\ddot w+4\omega_1^2w=-2\kappa W_0$. The constant force $-gW_0$ shifts the equilibrium value of $X$. This also changes the pair frequency slightly, by an amount comparable with the effect of the quartic terms already dropped, and I neglect it. Measuring $X$ from its new equilibrium leaves

$$\ddot X+\omega_s^2X=-gw,\qquad \ddot w+4\omega_1^2w=-4gW_0X .$$

The squared transverse size of the ring thus behaves as an oscillator of frequency $2\omega_1$, linearly coupled to the stretch. For a common frequency $\omega$, eliminating $w$ gives

$$(\omega^2-\omega_s^2)(\omega^2-4\omega_1^2)=C,\qquad C=4g^2W_0=\frac{4\omega_s^4}{\omega_1^2}\frac{k_BT}{I},$$

with $I=mr_0^2$. At $\omega_s=2\omega_1$ this becomes $(\omega^2-\omega_s^2)^2=16\omega_s^2k_BT/I$. Since $\omega^2-\omega_s^2\simeq2\omega_s(\omega-\omega_s)$,

$$\omega\simeq\omega_s\pm2\sqrt{\frac{k_BT}{I}},\qquad \Delta\omega=4\sqrt{\frac{k_BT}{I}} .$$

The bond force constant has cancelled from the gap. It helps to set where the resonance occurs, while temperature and moment of inertia fix how far the lines separate.

The slow part of $W$ differs between trajectories, which broadens the two lines. It does not readily fill the space between them. The slow part is half the sum of four squared amplitudes, each with an exponential thermal distribution. The probability density of such a sum vanishes as its third power near zero, so nearly uncoupled rings are rare.

## An O-H bond on and off resonance

Take round parameters $m=0.95$ u, $r_0=0.97$ Å and a stretch of 3700 cm$^{-1}$. At 300 K the pair frequency for 16 beads is 2603 cm$^{-1}$. Ring frequencies are proportional to $T$ at fixed $P$, so resonance requires

$$T=300\times\frac{3700}{2603}=426\ \text{K}.$$

I integrated 200 thermally sampled trajectories for each case, with a time step of 0.25 fs and no thermostat during the recorded 1.024 ps. The spectrum of the velocity of the centroid length $|\mathbf Q_0|$ shows the vibration without the rotational branches. It was smoothed with a Gaussian of standard deviation 25 cm$^{-1}$, so peak positions should not be read to a few cm$^{-1}$.

At 426 K, $\sqrt{k_BT/I}$ corresponds to 105.7 cm$^{-1}$, and the predicted gap is $4\times105.7=423$ cm$^{-1}$. The simulated maxima lie at 3502 and 3909 cm$^{-1}$, 407 cm$^{-1}$ apart. The valley between them is deep: the lower maximum stands above it by 0.81 of the height of the higher one.

At 300 K the third internal mode, at 3707 cm$^{-1}$, almost coincides with the bare stretch. If meeting one mode were enough, this bond should split. Instead the spectrum has one main line, at 3714 cm$^{-1}$, and a weak satellite at 2557 cm$^{-1}$, near twice the first internal frequency.

The coupled-oscillator equation also describes this detuned case. Scaling $\sqrt{k_BT/I}$ by $\sqrt{300/426}$ gives 88.7 cm$^{-1}$, and the two roots are about 3760 and 2510 cm$^{-1}$. The simulated lines are each about 50 cm$^{-1}$ closer to the other. The calculation omits higher-order terms and the pairs with $k>1$, and I have not separated their contributions.

The satellite's strength follows from the mixing of the oscillators. Setting $w=2\sqrt{W_0}\,s$ makes their coupling symmetric, with strength $\sqrt C$ in both equations. The mixing angle then obeys

$$\tan2\theta=\frac{2\sqrt C}{\omega_s^2-4\omega_1^2}.$$

The velocity spectrum of $X$ is shared as $\cos^2\theta$ and $\sin^2\theta$. Here $\sin^2\theta$ is about 0.06, so the satellite should have about 6 per cent of the main line's area. Its simulated height is 5 per cent of the main height. Heights and areas agree only roughly when widths differ, but the scale is right. Far from resonance the ring leaves a faint extra line, not a doublet.

## Deuteration brings the splitting to 300 K

Changing the reduced mass to 1.79 u while keeping the force constant moves the stretch to

$$3700\sqrt{\frac{0.95}{1.79}}=2695\ \text{cm}^{-1}.$$

The free ring frequencies do not depend on mass, so the pair remains at 2603 cm$^{-1}$, only 92 cm$^{-1}$ away. The O-D bond should therefore split at the temperature where the O-H bond does not.

It does, with maxima at 2508 and 2785 cm$^{-1}$. For O-D at 300 K, $\sqrt{k_BT/I}$ is 64.6 cm$^{-1}$, and the exact-resonance formula gives a gap of 258 cm$^{-1}$. Keeping the detuning in the quadratic equation gives roots near 2500 and 2790 cm$^{-1}$, about 290 cm$^{-1}$ apart. The distance between the mean positions of the two simulated lobes is 272 cm$^{-1}$. An isotope comparison at one temperature can thus show a change of band shape that belongs to the ring, not to the molecule.

## What the infrared band adds

A double infrared maximum is not by itself evidence of resonance. In classical rotation at angular speed $\Omega$, the direction of the dipole has the correlation $\cos\Omega t$, which places lines at $\omega_s\pm\Omega$. A linear molecule has two perpendicular rotation axes, so the thermal density of $\Omega$ is proportional to $\Omega e^{-I\Omega^2/2k_BT}$. It peaks at $\sqrt{k_BT/I}$. These are the P and R branches, and they are a physical part of the spectrum.

Their mean-square offset is $\langle\Omega^2\rangle=2k_BT/I$. Exact ring resonance adds lines at $\pm2\sqrt{k_BT/I}$, with mean-square offset $4k_BT/I$. If the two motions are independent, the squares add:

$$\frac{\text{rms width with resonance}}{\text{rms width without it}}=\sqrt{\frac{2+4}{2}}=\sqrt3=1.73 .$$

To remove the resonance at 426 K without changing the temperature or the potential, I reduced the masses of the internal modes to one quarter and kept their spring constants. Their frequencies doubled. The position distribution depends on potential and spring energies, not on these masses, so exact static averages are unchanged. The sampled mean-square ring sizes are 0.0235 Å$^2$ with physical masses and 0.0248 Å$^2$ with light ones; exact sampling would make them equal.

The radial doublet collapsed to one line at 3632 cm$^{-1}$. The thermal size of the ring helps set the strength of the coupling, but the doublet appears only if the ring also moves at a resonant frequency. The remaining line is still below 3700 cm$^{-1}$, so removing a resonance does not make the dynamics exact. Part of this shift follows from the same coupling: the pair frequency now lies at 7400 cm$^{-1}$ and pushes the stretch downward.

The infrared rms widths, taken within 700 cm$^{-1}$ of the bare stretch, are 257 cm$^{-1}$ with physical masses and 162 cm$^{-1}$ with light ones. Their ratio is 1.58, about 9 per cent below the estimate. The resonant width is close to the predicted $\sqrt6\times105.7=259$ cm$^{-1}$. The other exceeds its prediction, $\sqrt2\times105.7=149$ cm$^{-1}$, and accounts for most of the discrepancy.

## Other temperatures and other surroundings

Higher pairs give resonances at lower temperatures. For $k\ll P$,

$$T_k\simeq\frac{\hbar\omega_s}{4\pi k\,k_B}.$$

Repeating the derivation with $\omega_k=\omega_s/2$ gives the same gap, $4\sqrt{k_BT/I}$, evaluated at the new temperature. The gap falls as $\sqrt T$, but the spacing between successive pair frequencies, $4\pi k_BT/\hbar$, falls faster. Cooling therefore brings the resonances closer together relative to their widths.

The two become equal at $k_BT=\hbar^2/(\pi^2I)$. The small-amplitude expansion fails at the same scale, because in the large-$P$ limit

$$\frac{W_0}{r_0^2}=\frac{4k_BT}{I\omega_1^2}=\frac{\hbar^2}{\pi^2Ik_BT}.$$

For the O-H bond at 426 K this ratio is about 0.013, and the expansion is justified. At temperatures low enough to make it of order one, the ring spreads around the rotor and separate pair resonances are no longer a useful description.

Surroundings that hinder rotation also move the resonance. If they add a transverse harmonic frequency $\omega_h$, the pair frequency becomes $2\sqrt{\omega_k^2+\omega_h^2}$, no longer an even multiple of $2\pi k_BT/\hbar$. The cyclic rule still forbids coupling to a single internal mode, but the free-rotor estimate of the position must be revised. The gap changes too if the added potential alters the coupling between the stretch and the transverse motion.

For a doubtful band, the first comparison is therefore between the stretch and $2\omega_k$, calculated with the actual number of beads. If they are closer than about $4\sqrt{k_BT/I}$, a doublet should not be assigned to the molecule until the internal frequencies have been moved and the spectrum calculated again. A larger separation can still leave a weaker extra line, as the O-H bond at 300 K shows.
